# The lattice quantum of an ion crossing silicon along [100]

## The problem

A proton crosses a silicon crystal in a straight line along a cube edge, the direction [100], at one atomic unit of speed, $v=2.1877\times10^{6}$ m/s. The cube edge is $a=0.5431$ nm. The ion meets the same arrangement of atoms again and again, so the force of the lattice on it repeats periodically in time.

(a) After what distance does the crystal repeat along this line? Find the repeat time, the energy quantum that belongs to it, and the kinetic energy of the proton.

(b) An electron of the crystal is lifted from one Bloch state to another by the weak potential of the ion. Which energies can it gain? Must they be whole multiples of the quantum in (a)?

(c) The ion now travels on the centre line of the open channel between the atomic rows. Which harmonics of the repeat frequency are present in the electric potential on this line, and which in the sideways electric field?

(d) The ion slows down. Over how many cells is the quantum well defined?

(e) Compare the quantum with the plasma energy of the valence electrons. Are the two related?

Take the lattice as rigid and perfect, the speed as constant except in (d), and the electrons as independent except in (e).

## Hints

1. Measure positions in units of $a/4$. The atoms of the diamond lattice then sit at integer points of two kinds: all three coordinates even with a sum divisible by 4, or all three odd with a sum that leaves remainder 3 on division by 4.
2. For (b), write the matrix element of the ion potential as a function of the ion position $X$. Ask what happens to it when $X$ grows by one repeat distance.
3. In first-order perturbation theory, a term that oscillates in time gives a bounded amplitude. Look for the term that does not oscillate.
4. For (c), list the four atomic rows nearest to the line $y=a/4$, $z=0$, with the height $x$ of one atom in each. They form a spiral staircase.
5. For (d), compare two energies: the width of a line built from $N$ equal passages, and the shift of the quantum during these passages.

## Solution

### (a) Repeat distance and quantum

Let $x$ run along the path. Shift the crystal by $s$ units of $a/4$ along $x$. The atom at the origin moves to $(s,0,0)$. Two of these coordinates are zero, hence even, so this point can be a site of the first kind only, and then $s$ must be divisible by 4. The smallest such shift is $s=4$, a full cube edge. It does map the crystal onto itself, because adding 4 to one coordinate changes neither its parity nor the remainder of the sum. The repeat distance is therefore $a$, and

$$T=\frac{a}{v}=\frac{0.5431\times10^{-9}\ \text{m}}{2.1877\times10^{6}\ \text{m/s}}=0.2483\ \text{fs}.$$

A process with period $T$ has angular frequency $2\pi/T$. Its energy quantum is

$$Q=\hbar\,\frac{2\pi}{T}=\frac{h}{T}=\frac{hv}{a}=\frac{4.136\ \text{eV fs}}{0.2483\ \text{fs}}=16.66\ \text{eV}.$$

Planck's constant $h$ goes with $v/a$, and $\hbar$ with $2\pi v/a$. Mixing the two would give an error of a factor $2\pi$.

The proton has the kinetic energy $E_0=\tfrac12 m_pv^2=24.98$ keV. The relativistic correction to this value is $4\times10^{-5}$ of it and can be dropped.

### (b) The energies an electron can gain

Let $\psi_i$ and $\psi_f$ be Bloch states with energies $E_i$ and $E_f$, and let $k$ be the component of the crystal wave vector along the path. Bloch's theorem says

$$\psi(\mathbf r+a\hat{\mathbf x})=e^{ika}\,\psi(\mathbf r).$$

With the ion at $X$, its potential energy for an electron is $W(\mathbf r-X\hat{\mathbf x})$, and the matrix element is

$$M(X)=\int\psi_f^*(\mathbf r)\,W(\mathbf r-X\hat{\mathbf x})\,\psi_i(\mathbf r)\,d^3r.$$

Move the ion on by $a$ and substitute $\mathbf r=\mathbf r'+a\hat{\mathbf x}$. The argument of $W$ returns to $\mathbf r'-X\hat{\mathbf x}$, and the two states contribute the phases $e^{-ik_fa}$ and $e^{ik_ia}$. With $\Delta k=k_f-k_i$,

$$M(X+a)=e^{-i\Delta k\,a}M(X).$$

The product $e^{i\Delta k X}M(X)$ thus has period $a$ and can be written as a Fourier series:

$$M(X)=\sum_n M_n\,e^{-i(\Delta k+2\pi n/a)X},\qquad n=0,\pm1,\pm2,\dots$$

Now let the ion move, $X=vt$. Expand the electron state as $\sum_j c_j(t)e^{-iE_jt/\hbar}\psi_j$ and insert it into the Schrödinger equation. The unperturbed energies cancel. Projection on $\psi_f$, with $c_i\approx1$ and all other coefficients small, leaves

$$i\hbar\,\dot c_f=M(vt)\,e^{i(E_f-E_i)t/\hbar}.$$

Insert the series and integrate from 0 to $t$:

$$c_f(t)=\frac{1}{i\hbar}\sum_n M_n\int_0^t e^{i\delta_nt'}dt',\qquad \delta_n=\frac{E_f-E_i}{\hbar}-v\Delta k-\frac{2\pi nv}{a}.$$

Each integral equals $e^{i\delta_nt/2}\,\sin(\delta_nt/2)/(\delta_n/2)$. Its size never exceeds $2/|\delta_n|$, however long the flight, unless $\delta_n=0$. In that case it equals $t$ and grows steadily. The condition $\delta_n=0$, multiplied by $\hbar$, is the answer:

$$\boxed{E_f-E_i=\hbar v\,\Delta k+nQ}$$

At such a resonance the probability is $|c_f|^2=(|M_n|t/\hbar)^2$, as long as this number is small. The other terms drop out after a whole number of periods, because their $\delta_m$ are then whole multiples of $2\pi v/a$.

The gain is a whole multiple of $Q$ when $\Delta k=0$. In general it is not. In a large crystal $\Delta k$ can take practically any value between 0 and $2\pi/a$, and $\hbar v\Delta k$ then covers the whole interval from 0 to $Q$. The quantum of 16.66 eV is therefore the spacing of a ladder whose foot can slide. It is neither a threshold nor the one energy that electrons receive. Which rungs are used depends on the bands, which must offer states at the right energies, and on the sizes of the $M_n$.

The rule has a mechanical meaning. The ion supplies the wave number $q=\Delta k+2\pi n/a$ along its path and so loses the momentum $\hbar q$. A heavy particle that loses a small momentum $\hbar q$ at speed $v$ loses the energy $v\hbar q$, which is the right-hand side of the rule. The lattice enters because it fixes crystal wave numbers only up to multiples of $2\pi/a$. For the same reason the label $n$ depends on the interval chosen for $\Delta k$: raising $\Delta k$ by $2\pi/a$ and lowering $n$ by 1 changes nothing.

**A numerical case.** The rule was compared with a direct solution of the time-dependent Schrödinger equation in a one-dimensional model. It has the cube edge of silicon as its period, but it is not a silicon band structure. Four cells are closed to a ring, the lattice potential is a cosine of amplitude 12 eV, and the ion is a weak Gaussian pulse that crosses 40 cells. The electron starts in the lowest band at $k=0$.

The third band at $k=0$ lies 16.108 eV higher. With $\Delta k=0$ and $n=1$ the rule asks for $Q=16.108$ eV. Since $Q$ is proportional to $v$, the speed in atomic units must be $16.108/16.66=0.967$. When the speed is scanned, the computed probability peaks at 0.9667, against 0.9669 from the rule. At the resonance it is $3.191\times10^{-5}$, and first order gives $3.188\times10^{-5}$.

The second band at $\Delta k=\tfrac14(2\pi/a)$ lies 9.559 eV above the start. Here $\hbar v\Delta k=Q/4$, so with $n=1$ the rule reads $9.559\ \text{eV}=1.25\,Q$. This gives $Q=7.647$ eV and a speed of 0.4590. The computed peak lies at 0.4590 as well. This electron gains one and a quarter quanta, which a rule of whole multiples would forbid.

### (c) The centre of the channel

The four rows nearest to the line $y=a/4$, $z=0$ all lie at the distance $a/4$ from it:

| row $(y,z)$ | height $x$ of an atom |
|---|---|
| $(0,\,0)$ | $0$ |
| $(a/4,\,a/4)$ | $a/4$ |
| $(a/2,\,0)$ | $a/2$ |
| $(a/4,\,-a/4)$ | $3a/4$ |

Each step of $a/4$ along the path goes with a quarter turn around it. To see that the whole crystal shares this symmetry, write the operation in units of $a/4$:

$$S:\ (x,y,z)\to(x+1,\;1+z,\;1-y).$$

The line $y=1$, $z=0$ is carried into itself. The sum of the new coordinates is $3+(x+y+z)-2y$. For a site of the first kind, the new coordinates are all odd. Since $y$ is even, $2y$ is divisible by 4, and the new sum leaves remainder 3: a site of the second kind. For a site of the second kind, the new coordinates are all even. Now $2y$ leaves remainder 2, and $3+3-2=4$ is divisible by 4: a site of the first kind. Four operations make a pure shift by $a$, so every site is also reached, and $S$ maps the crystal onto itself.

**Potential.** A scalar on the axis does not notice the turn, so $V(x+a/4)=V(x)$. A harmonic $e^{2\pi inx/a}$ is multiplied by $e^{i\pi n/2}$ under this shift. It can be present only if that factor is 1, that is, for $n=0,\pm4,\pm8,\dots$ The lowest oscillation of the potential has the quantum $4Q=66.6$ eV.

**Sideways field.** The field is a vector and turns with the crystal. Combine its components into $F_\pm=F_y\pm iF_z$. A quarter turn multiplies one of these by $i$ and the other by $-i$. The factor $e^{i\pi n/2}$ must then equal $i$ or $-i$, so $n$ is odd. The field keeps the fundamental quantum $Q$. Its first harmonic is a vector that rotates once per cube edge. Its weaker third harmonic rotates three times per cube edge in the opposite sense.

The sizes were computed for silicon built from neutral atoms with the Molière screened potential, which leaves out bonding and the response of the valence electrons. On the axis, the harmonic $n=4$ of the potential has an amplitude of 0.136 V, while those with $n=1$ to 3 vanish to rounding accuracy. The $y$ component of the field has an amplitude of about 126 V/nm at $n=1$. These sizes depend on the atom model. Spherically averaged Hartree–Fock atoms give 0.158 V and 106 V/nm instead, so the digits belong to the Molière model and not to silicon itself. Which harmonics vanish is fixed by the symmetry alone.

**Do the crystal's electrons lose the quantum $Q$ on this path?** They do not, because their states extend away from the axis. Take states that $S$ multiplies by a phase, $\psi(S\mathbf r)=\sigma\psi(\mathbf r)$, and an ion potential that is symmetric about the path. Substituting $\mathbf r=S\mathbf r'$ in the matrix element gives

$$M(X+a/4)=\sigma_f^*\sigma_i\,M(X).$$

For $\Delta k=0$, each harmonic present must satisfy $e^{-i\pi n/2}=\sigma_f^*\sigma_i$. Two states with equal phases are coupled by $n=0,\pm4,\dots$, but two states with $\sigma_f^*\sigma_i=-i$ are coupled by $n=1$. The symmetry sorts the rungs among pairs of states and does not remove the first rung.

### (d) How long the quantum stays sharp

Consider $N$ equal passages and an energy mismatch $\varepsilon$ from resonance. Successive passages differ in phase by $\varepsilon T/\hbar=2\pi\varepsilon/Q$, and their contributions add up to a geometric sum of size

$$\left|\sum_{j=0}^{N-1}e^{2\pi ij\varepsilon/Q}\right|=\left|\frac{\sin(\pi N\varepsilon/Q)}{\sin(\pi\varepsilon/Q)}\right|.$$

Its first zero lies at $\varepsilon=Q/N$. More cells give a sharper line.

Meanwhile the ion loses energy. Let the loss per length be $S_e$, with 100 eV/nm as a rough value for this case. After $N$ cells the kinetic energy is $E_0-NS_ea$. Since $Q\propto v\propto\sqrt{E}$, the quantum has fallen by

$$\Delta Q=Q\left(1-\sqrt{1-\frac{NS_ea}{E_0}}\right)\approx Q\,\frac{NS_ea}{2E_0}.$$

For a transition with $\Delta k=0$ and $n=1$, the resonance energy is $Q$ itself and falls by the same amount. The slowing begins to matter when this shift becomes comparable with the width $Q/N$. Equating the two gives the order of magnitude of the number of cells at which the sharpening ends:

$$N^2\approx\frac{2E_0}{S_ea}=\frac{2\times24\,980\ \text{eV}}{100\ \text{eV/nm}\times0.5431\ \text{nm}}\approx920,\qquad N\approx30.$$

Thirty cells are 16.3 nm. On this path the ion loses 1.63 keV, $Q$ falls by 0.55 eV, and the width $Q/30$ is 0.56 eV. At this stopping, the quantum is thus defined to some tenths of an electronvolt, or a few percent of its value. The estimate of $N$ is on the low side. When the phases of the slowing ion are summed, the line keeps narrowing up to about 50 cells, where its full width at half maximum is about 0.33 eV. The estimate changes slowly with the rough input, because $N$ depends on the square root of $S_e$.

### (e) The plasma energy

Displace all valence electrons, of density $n_e$, by a distance $u$. The surface charge $n_eeu$ produces a field $n_eeu/\varepsilon_0$, which pulls each electron back with the force $-n_ee^2u/\varepsilon_0$. This is a harmonic oscillator with $\omega_p^2=n_ee^2/(\varepsilon_0m_e)$. The cube holds 8 atoms with 4 valence electrons each, so $n_e=32/a^3=199.8$ per nm³ and

$$\hbar\omega_p=16.60\ \text{eV}.$$

This free-electron estimate lies 0.06 eV from $Q$, but the closeness is an accident of the chosen speed. The plasma energy contains no $v$, whereas $Q$ doubles when the speed doubles. At one atomic unit of speed, an energy near 16.6 eV cannot by itself tell the two apart; a change of speed can. The rule in (b) treats independent electrons and leaves the collective motion out.

### The model beside a real implant

A proton energy of 25 keV lies within the range used for implanting hydrogen in silicon. Such an implant breaks the assumption of constant speed: with the rough stopping used here, $Q$ drops by 3 % within the first 16 nm, and it goes on falling until the ion stops. A wafer can also be tilted on purpose, so that ions do not enter along an open channel. The path then no longer follows [100], and the repeat distance $a$ found above does not apply to it.

The weak ion potential of (b) is a further idealization. A bare proton at this speed disturbs electrons close to its path strongly, so first-order probabilities cannot be used for them. The repeat time and $Q$ do not depend on this strength. Collisions between electrons, also left out, broaden the lines further; the width found in (d) does not include this effect.

Temperature disturbs the exact repetition and changes $Q$ slightly. If an atom is displaced only along the path by a Gaussian amount with standard deviation $u$, harmonic $n$ shifts in phase by $2\pi ns/a$ for a displacement $s$, and its average is reduced by the factor $\exp[-(2\pi nu/a)^2/2]$. For a rough $u=0.008$ nm this is 0.996 for $n=1$ and 0.934 for $n=4$. Real atoms also move sideways. On the channel line this acts the other way: the potential of a row gains more when the row comes closer than it loses when the row moves away, so the average harmonics rise. The two factors are therefore not the total thermal change. Heating by 500 K, with a rough expansion of $3\times10^{-6}$ per K, lengthens $a$ and lowers $Q$ by 0.025 eV.

## Variation 1: half the speed

*The transition of 16.108 eV with $\Delta k=0$ in the ring model is resonant at the speed 0.967. Can a slower ion drive it too?*

With $\Delta k=0$ the rule is $E_f-E_i=nhv/a$, so $n=2$ gives half the speed, 0.4834. The computed peak lies at 0.4833, where $hv/a=8.051$ eV. Two quanta supply the energy.

The probability at resonance is 1.7 % above the first-order value. With a pulse ten times stronger, the excess is 17.8 % of the first-order value. This growth can be understood. The direct amplitude is proportional to the pulse strength $w$, and an amplitude through one intermediate state is proportional to $w^2$. With real $\alpha$ and $\beta$, for simplicity,

$$(\alpha w+\beta w^2)^2=\alpha^2w^2\left(1+\frac{2\beta}{\alpha}w+\frac{\beta^2}{\alpha^2}w^2\right).$$

The leading relative correction is linear in $w$, in agreement with the roughly tenfold increase. Two steps that together supply $2Q$ can end in the same state as one step with $n=2$, so the routes interfere. The steps need not supply one quantum each: through an intermediate state with another crystal wave number, they can share $2Q$ unevenly. The first-order probability needs a pulse weak enough for the direct route to dominate.

## Variation 2: a path slightly off the axis

*The ion travels 0.02 nm to the side of the channel centre, in the $y$ direction. Which harmonic of the potential is now the stronger, $n=1$ or $n=4$?*

The quarter-turn symmetry no longer carries the path into itself, so $n=1$ is allowed. For a small offset $d$, the potential changes by $-F_yd$, and its first harmonic has the amplitude

$$126\ \text{V/nm}\times0.02\ \text{nm}\approx2.5\ \text{V}.$$

The full sum over atoms gives 2.63 V, so the linear estimate is about 4 % low. The harmonic $n=4$ has 0.174 V on this path, fifteen times less. With Hartree–Fock atoms in place of Molière atoms the two values are 2.24 V and 0.200 V, a ratio of about eleven.

The two become equal much closer to the axis, at about $0.136\ \text{V}/(126\ \text{V/nm})\approx0.001$ nm. Hartree–Fock atoms move this crossing to about 0.0015 nm. The lowest quantum of 66.6 eV for the potential therefore belongs to an ideal line. In this model, on a line only 0.002 nm to the side of the channel centre, the fundamental, 16.66 eV, is already stronger in the potential than the harmonic $n=4$. The values of the Molière and ring models are collected in the numerical output below.

## Calculated quantities

```
silicon cube edge a: 0.5431 nm
one atomic unit of speed: 2.1877e+06 m/s
repeat time a/v: 0.2483 fs
fundamental quantum Q = h v/a: 16.66 eV
fourth harmonic 4Q: 66.6 eV
proton energy at this speed: 24.98 keV
valence electron density (4 per atom): 199.8 per nm^3
free-electron plasma energy: 16.60 eV
shortest lattice shift along [100]: 1.00 a
Moliere atoms, amplitudes of harmonics along the path:
  channel centre, potential, n=4: 0.136 V
  channel centre, potential, largest of n=1..3: 8e-16 V
  channel centre, sideways field (y), n=1: 125.71 V/nm
  sideways offset used: 0.02 nm
  offset line, potential, n=1: 2.625 V
  offset line, potential, n=4: 0.174 V
model crystal: 4 cells, cosine amplitude 12.0 eV
pulse: area 0.00432 eV nm, width (std) 0.0794 nm
cells crossed in each propagation: 40
transition A: dk = 0.00 x 2pi/a, n = 1
  energy difference: 16.108 eV
  speed from rule: 0.9669, from dynamics: 0.9667 atomic units
  h v/a at the found peak: 16.104 eV
  energy difference / (h v/a): 1.000
  probability, dynamics: 3.191e-05, first order: 3.188e-05
transition B: dk = 0.00 x 2pi/a, n = 2
  energy difference: 16.108 eV
  speed from rule: 0.4834, from dynamics: 0.4833 atomic units
  h v/a at the found peak: 8.051 eV
  energy difference / (h v/a): 2.001
  probability, dynamics: 2.077e-05, first order: 2.041e-05
transition C: dk = 0.25 x 2pi/a, n = 1
  energy difference: 9.559 eV
  speed from rule: 0.4590, from dynamics: 0.4590 atomic units
  h v/a at the found peak: 7.647 eV
  energy difference / (h v/a): 1.250
  probability, dynamics: 3.560e-04, first order: 3.553e-04
B, deviation from first order: 1.73 %
B, same with pulse 10 times stronger: 17.77 %
rough stopping used: 100 eV/nm
path of 30 cells: 16.3 nm, loss 1.63 keV
fall of Q over this path: 0.55 eV
line centre to first zero, Q/30: 0.56 eV
rough thermal displacement along path (rms): 0.008 nm
thermal factor on harmonic 1: 0.9957, harmonic 4: 0.9338
change of Q on heating by 500 K (rough expansion 3e-06 per K): -0.025 eV
relativistic correction to proton energy: 4.0e-05 (relative)
```
